# Uniqueness of the discrete Schrödinger-Poisson equilibrium in a gated silicon film: a numerical check

```python
"""
Result under test: for the discrete Hartree Schrodinger-Poisson equations
    F(phi) = A phi + N(phi) - b = 0
at fixed Fermi level (mu = 0) and T > 0 with a Dirichlet gate, the Jacobian
J = A + P is symmetric with J >= A > 0, so the solution is unique.
  phi : node potentials (V);  electron potential energy = -phi (eV)
  A   : dielectric stiffness matrix, e/(V nm^2)
  N   : electrons per area belonging to each node (1/nm^2)
  P   : dN/dphi, built from divided differences of the occupation G(E)
  b   : gate term and fixed acceptor charge
  W   : convex function whose gradient is F
Lengths in nm, energies in eV, charge in units of e.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import expit, spence

EPS0 = const.epsilon_0 / const.e * 1e-9
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
HBAR_EVS = const.hbar / const.e
T_OX, T_SI = 2, 5                  # nm
K_OX, K_SI = 3.9, 11.7             # relative permittivities
ACCEPTORS = 1e17 * 1e-21           # 1/nm^3
GATE_BIAS, OFFSET = 1.0, 0.55      # V
PHI_GATE = GATE_BIAS - OFFSET
# each ladder: (confinement mass, valley count, in-plane density-of-states mass)
M_LONG, M_TRANS = 0.916, 0.19
LADDERS = [(M_LONG, 2, M_TRANS), (M_TRANS, 4, np.sqrt(M_LONG * M_TRANS))]


def make_device(cells_per_nm, temperature):
    h = 1.0 / cells_per_nm
    n_ox, n_si = T_OX * cells_per_nm, T_SI * cells_per_nm
    size = n_ox + n_si
    eps = EPS0 * np.r_[np.full(n_ox, K_OX), np.full(n_si, K_SI)]
    A = np.zeros((size, size))
    A[0, 0] = eps[0] / h
    for c in range(1, size):
        A[c - 1:c + 1, c - 1:c + 1] += eps[c] / h * np.array([[1, -1], [-1, 1]])
    width = np.zeros(size)
    width[n_ox - 1:] = h
    width[n_ox - 1] = width[-1] = h / 2
    b = -ACCEPTORS * width
    b[0] += eps[0] / h * PHI_GATE
    return SimpleNamespace(h=h, A=A, b=b, eps=eps, size=size, surf=n_ox - 1,
                           si=slice(n_ox, size - 1), n_el=n_si - 1,
                           kt=const.k * temperature / const.e)


def levels(dev, phi, ladder):
    t = KIN / (ladder[0] * dev.h**2)
    off = np.full(dev.n_el - 1, -t)
    H = np.diag(2 * t - phi[dev.si]) + np.diag(off, 1) + np.diag(off, -1)
    return np.linalg.eigh(H)


def dos(ladder):
    return ladder[1] * ladder[2] / (2 * np.pi * KIN)


def occupation(dev, E, ladder):
    return dos(ladder) * dev.kt * np.logaddexp(0, -E / dev.kt)


def electrons(dev, phi):
    N = np.zeros(dev.size)
    for lad in LADDERS:
        E, psi = levels(dev, phi, lad)
        N[dev.si] += psi**2 @ occupation(dev, E, lad)
    return N


def ladder_response(dev, phi, lad):
    E, psi = levels(dev, phi, lad)
    G = occupation(dev, E, lad)
    gap = E[:, None] - E[None, :]
    close = np.abs(gap) < 1e-6
    mid = (E[:, None] + E[None, :]) / 2
    slope = np.where(close, -dos(lad) * expit(-mid / dev.kt),
                     (G[:, None] - G[None, :]) / np.where(close, 1.0, gap))
    pairs = (psi[:, :, None] * psi[:, None, :]).reshape(dev.n_el, -1)
    return -(pairs * slope.ravel()) @ pairs.T


def response(dev, phi):
    P = np.zeros((dev.size, dev.size))
    for lad in LADDERS:
        P[dev.si, dev.si] += ladder_response(dev, phi, lad)
    return P


def residual(dev, phi):
    return dev.A @ phi + electrons(dev, phi) - dev.b


def convex_function(dev, phi):
    total = 0.5 * phi @ dev.A @ phi - dev.b @ phi
    for lad in LADDERS:
        x = -levels(dev, phi, lad)[0] / dev.kt
        tail = -spence(1 + np.exp(-np.abs(x)))
        integral = np.where(x > 0, x**2 / 2 + np.pi**2 / 6 - tail, tail)
        total += dos(lad) * dev.kt**2 * integral.sum()
    return total


def solve(dev, start):
    phi = start.copy()
    for count in range(1, 101):
        F = residual(dev, phi)
        step = -np.linalg.solve(dev.A + response(dev, phi), F)
        old, t = convex_function(dev, phi), 1.0
        while convex_function(dev, phi + t * step) > old + 1e-4 * t * (F @ step) + 1e-12:
            t /= 2
            assert t > 1e-10
        phi = phi + t * step
        if np.max(np.abs(step)) < 1e-10:
            return phi, count
    raise AssertionError("Newton iteration did not converge")


def min_eig(matrix):
    return np.linalg.eigvalsh((matrix + matrix.T) / 2)[0]


rng = np.random.default_rng(7)
dev = make_device(10, 300.0)
A, M = dev.A, dev.size

# One solution from very different starting potentials
starts = [np.full(M, -1.0), np.full(M, 1.0), rng.uniform(-0.5, 0.5, M)]
runs = [solve(dev, s) for s in starts]
phi = runs[0][0]
spread = max(np.max(np.abs(r[0] - phi)) for r in runs)
assert spread < 1e-9

# Lower bound on A from the series resistance to the gate
lam_A = min_eig(A)
bound_A = 1 / np.cumsum(dev.h / dev.eps).sum()
assert lam_A >= bound_A > 0

# Response from finite differences of the diagonalized density
fd_error, fd_asym = 0.0, 0.0
for point in (phi, rng.uniform(-0.3, 0.3, M)):
    D, delta = np.zeros((M, M)), 1e-4
    for j in range(M):
        e = np.zeros(M)
        e[j] = delta
        D[:, j] = (electrons(dev, point + e) - electrons(dev, point - e)) / (2 * delta)
    P_here = response(dev, point)
    scale = np.max(np.abs(P_here))
    fd_error = max(fd_error, np.max(np.abs(D - P_here)) / scale)
    fd_asym = max(fd_asym, np.max(np.abs(D - D.T)) / scale)
    assert min_eig(A + D) >= lam_A - 1e-6
assert fd_error < 1e-5 and fd_asym < 1e-5

# Strict positivity on electron nodes, with its explicit lower bound
P = response(dev, phi)
lam_J = min_eig(A + P)
assert lam_J >= lam_A
lam_P = min_eig(P[dev.si, dev.si])
E_long, psi_long = levels(dev, phi, LADDERS[0])
E_trans = levels(dev, phi, LADDERS[1])[0]
G_long = occupation(dev, E_long, LADDERS[0])
secant = (G_long[0] - G_long[-1]) / (E_long[-1] - E_long[0])
floor = secant * np.diag(psi_long[:, 0]**2)
assert min_eig(ladder_response(dev, phi, LADDERS[0]) - floor) > -1e-12
assert lam_P >= secant * np.min(psi_long[:, 0]**2) > 0

# Monotone density between distant potentials, gradient of W, error certificate
for _ in range(20):
    p1, p2 = rng.uniform(-0.6, 0.6, (2, M))
    assert (p1 - p2) @ (electrons(dev, p1) - electrons(dev, p2)) > 0
    d = rng.normal(size=M)
    d /= np.linalg.norm(d)
    slope = (convex_function(dev, p1 + 1e-4 * d)
             - convex_function(dev, p1 - 1e-4 * d)) / 2e-4
    assert abs(slope - residual(dev, p1) @ d) < 1e-5 * (1 + abs(slope))
    assert np.linalg.norm(p1 - phi) <= np.linalg.norm(residual(dev, p1)) / lam_A
guess = np.full(M, PHI_GATE)
guess_error = np.linalg.norm(guess - phi)
guess_bound = np.linalg.norm(residual(dev, guess)) / lam_A
assert guess_error <= guess_bound

# Floating gate: positive at each potential, but without a uniform bound
A_float = A.copy()
A_float[0, 0] -= dev.eps[0] / dev.h
assert np.max(np.abs(A_float.sum(axis=0))) < 1e-12
P_low = response(dev, phi - 0.3)
lam_float, lam_float_low = min_eig(A_float + P), min_eig(A_float + P_low)
assert 0 < lam_float_low <= P_low.sum() / M and lam_float_low < lam_float

# Inverted occupation: only the second level filled, at fixed occupation
filled = 0.01
others = np.arange(dev.n_el) != 1
C = psi_long[:, [1]] * psi_long[:, others]
P_inv = 2 * filled * (C / (E_long[others] - E_long[1])) @ C.T
vals, vecs = np.linalg.eigh(P_inv)
lam_inv = vals[0]
shift = np.zeros(M)
shift[dev.si] = 1e-4 * vecs[:, 0]
n_plus = filled * levels(dev, phi + shift, LADDERS[0])[1][:, 1]**2
n_minus = filled * levels(dev, phi - shift, LADDERS[0])[1][:, 1]**2
direct = vecs[:, 0] @ (n_plus - n_minus) / 2e-4
assert lam_inv < 0 and abs(direct / lam_inv - 1) < 1e-3

# Undamped Poisson-Schrodinger loop near the solution
loop_vals, loop_vecs = eigh(P, A)
loop_factor = loop_vals[-1]
dev0 = 1e-5 * loop_vecs[:, -1] / np.max(np.abs(loop_vecs[:, -1]))
dev1 = np.linalg.solve(A, dev.b - electrons(dev, phi + dev0)) - phi
measured = -(dev0 @ dev1) / (dev0 @ dev0)
assert abs(measured / loop_factor - 1) < 1e-2

# Device numbers and Gauss law
N = electrons(dev, phi)
sheet = N.sum()
field_ox = (PHI_GATE - phi[dev.surf]) / T_OX
assert abs(field_ox * K_OX * EPS0 - sheet - ACCEPTORS * T_SI) < 1e-9
depth = dev.h * np.arange(1, dev.n_el + 1)
centroid = depth @ N[dev.si] / sheet
share_long = G_long.sum() / sheet
fine = make_device(20, 300.0)
sheet_fine = electrons(fine, solve(fine, np.zeros(fine.size))[0]).sum()
hot = make_device(10, 400.0)
sheet_hot = electrons(hot, solve(hot, np.zeros(M))[0]).sum()

# Sizes of neglected effects; barrier, oxide mass, gap etc. are rough inputs
BARRIER, M_OXIDE, GAP, NONPAR, T_BOX, BREAKDOWN = 3.1, 0.4, 1.12, 0.5, 145.0, 10.0
above_edge = E_long[0] + phi[dev.surf]
x_ox = (np.arange(2000) + 0.5) * T_OX / 2000
kappa = np.sqrt(M_OXIDE * (BARRIER - above_edge - field_ox * x_ox) / KIN)
transmission = np.exp(-2 * kappa.mean() * T_OX)
leak = const.e * sheet * 1e14 * above_edge / (np.pi * HBAR_EVS) * transmission
penetration = M_OXIDE / (M_LONG * kappa[0])
holes = 2 * (dev.kt / (4 * np.pi * KIN))**1.5 * np.exp(
    -(GAP + phi[dev.surf:].min()) / dev.kt)
density = N[dev.si] / dev.h
v_x = -(3 * density / np.pi)**(1 / 3) / (4 * np.pi * EPS0 * K_SI)
root = np.sqrt(-v_x / (3 * density * dev.h))
exchange_number = np.linalg.eigvalsh(root[:, None] * P[dev.si, dev.si] * root)[-1]
box_share = K_OX * EPS0 / T_BOX / sheet

print(f"oxide, film thickness: {T_OX}, {T_SI} nm; grid step {dev.h:.2f} nm")
print(f"relative permittivity oxide, silicon: {K_OX}, {K_SI}")
print(f"silicon masses long., transv.: {M_LONG}, {M_TRANS} m_e")
print(f"acceptors: {ACCEPTORS * 1e21:.1e} cm^-3; kT at 300 K: {dev.kt * 1e3:.2f} meV")
print(f"gate bias, offset, phi_G: {GATE_BIAS:.2f}, {OFFSET:.2f}, {PHI_GATE:.2f} V")
print(f"unknown potentials, electron nodes: {M}, {dev.n_el}")
print("Newton steps from -1 V, +1 V, random:", *[r[1] for r in runs])
print(f"largest spread of the three solutions: {spread:.1e} V")
print(f"potential at oxide interface: {phi[dev.surf]:.4f} V")
print(f"potential at back face: {phi[-1]:.4f} V")
print(f"longitudinal-mass levels 1, 2: {E_long[0]*1e3:.1f}, {E_long[1]*1e3:.1f} meV")
print(f"transverse-mass level 1: {E_trans[0] * 1e3:.1f} meV (Fermi level 0)")
print(f"electron sheet density: {sheet * 1e14:.4e} cm^-2")
print(f"share in longitudinal-mass ladder: {share_long:.3f}")
print(f"mean electron depth below interface: {centroid:.3f} nm")
print(f"oxide field: {field_ox * 10:.3f} MV/cm")
print(f"lambda_min(A): {lam_A:.4e} e/(V nm^2)")
print(f"resistance bound on lambda_min(A): {bound_A:.4e} e/(V nm^2)")
print(f"lambda_min(J) at solution: {lam_J:.4e} e/(V nm^2)")
print(f"lambda_min(P) on electron nodes: {lam_P:.2e} e/(V nm^2)")
print(f"finite-difference response, relative error: {fd_error:.1e}")
print(f"finite-difference response, relative asymmetry: {fd_asym:.1e}")
print(f"flat guess phi_G, true error norm: {guess_error:.3f} V")
print(f"flat guess phi_G, certified error norm: {guess_bound:.3f} V")
print(f"floating gate lambda_min at solution: {lam_float:.3e} e/(V nm^2)")
print(f"floating gate, 0.3 V lower: {lam_float_low:.3e} e/(V nm^2)")
print(f"inverted occupation, lambda_min(P): {lam_inv:.3e} e/(V nm^2)")
print(f"undamped loop error factor, eigenvalue: {loop_factor:.3f}")
print(f"undamped loop error factor, one real pass: {measured:.3f}")
print(f"sheet density with half grid step: {sheet_fine * 1e14:.4e} cm^-2")
print(f"sheet density at 400 K: {sheet_hot * 1e14:.4e} cm^-2")
print(f"oxide field / rough breakdown field: {field_ox * 10 / BREAKDOWN:.3f}")
print(f"rough inputs: barrier {BARRIER} eV, oxide mass {M_OXIDE} m_e, gap {GAP} eV")
print(f"WKB transmission of oxide: {transmission:.1e}")
print(f"rough gate leakage: {leak:.1e} A/cm^2")
print(f"wave penetration, shift of wall: {penetration:.3f} nm")
print(f"nonparabolicity alpha*E, alpha = {NONPAR}/eV: {NONPAR * above_edge:.3f}")
print(f"largest hole density: {holes * 1e21:.1e} cm^-3")
print(f"charge share of 1 V across {T_BOX:.0f} nm buried oxide: {box_share:.3f}")
print(f"acceptors in a 20 nm x 20 nm film area: {ACCEPTORS * T_SI * 400:.2f}")
print(f"local exchange potential at peak density: {v_x.min() * 1e3:.1f} meV")
print(f"exchange kernel times response, top eigenvalue: {exchange_number:.3f}")
print("done: every assertion held")
```

Printed output:

```
oxide, film thickness: 2, 5 nm; grid step 0.10 nm
relative permittivity oxide, silicon: 3.9, 11.7
silicon masses long., transv.: 0.916, 0.19 m_e
acceptors: 1.0e+17 cm^-3; kT at 300 K: 25.85 meV
gate bias, offset, phi_G: 1.00, 0.55, 0.45 V
unknown potentials, electron nodes: 70, 49
Newton steps from -1 V, +1 V, random: 10 10 7
largest spread of the three solutions: 2.1e-15 V
potential at oxide interface: 0.0998 V
potential at back face: -0.0183 V
longitudinal-mass levels 1, 2: 6.2, 59.1 meV
transverse-mass level 1: 76.1 meV (Fermi level 0)
electron sheet density: 3.7237e+12 cm^-2
share in longitudinal-mass ladder: 0.752
mean electron depth below interface: 2.018 nm
oxide field: 1.751 MV/cm
lambda_min(A): 1.5253e-03 e/(V nm^2)
resistance bound on lambda_min(A): 1.3182e-03 e/(V nm^2)
lambda_min(J) at solution: 1.8279e-02 e/(V nm^2)
lambda_min(P) on electron nodes: 6.59e-07 e/(V nm^2)
finite-difference response, relative error: 1.6e-08
finite-difference response, relative asymmetry: 2.5e-09
flat guess phi_G, true error norm: 3.258 V
flat guess phi_G, certified error norm: 578.238 V
floating gate lambda_min at solution: 7.542e-03 e/(V nm^2)
floating gate, 0.3 V lower: 2.327e-07 e/(V nm^2)
inverted occupation, lambda_min(P): -5.639e-03 e/(V nm^2)
undamped loop error factor, eigenvalue: 13.971
undamped loop error factor, one real pass: 13.969
sheet density with half grid step: 3.7234e+12 cm^-2
sheet density at 400 K: 3.9043e+12 cm^-2
oxide field / rough breakdown field: 0.175
rough inputs: barrier 3.1 eV, oxide mass 0.4 m_e, gap 1.12 eV
WKB transmission of oxide: 3.6e-10
rough gate leakage: 1.1e-02 A/cm^2
wave penetration, shift of wall: 0.078 nm
nonparabolicity alpha*E, alpha = 0.5/eV: 0.053
largest hole density: 7.8e+00 cm^-3
charge share of 1 V across 145 nm buried oxide: 0.040
acceptors in a 20 nm x 20 nm film area: 0.20
local exchange potential at peak density: -30.0 meV
exchange kernel times response, top eigenvalue: 0.284
done: every assertion held
```
